**White detection noise in a line-edge roughness spectrum**

The program tests that detection errors of variance $s^2$, uncorrelated between rows and with the true edge, add the constant $d s^2$ to the mean two-sided power spectrum at every nonzero frequency and $(1-1/N)s^2$ to the mean sample variance. Here $d$ is the row pitch, $N$ the number of rows, $\sigma$ the rms roughness and $\xi$ the correlation length of an exponential covariance. It asserts that spectra and variances computed from full covariance matrices agree with the closed forms, and that an explicit sum over aliases gives the long-window Nyquist value. For 4000 simulated edges with uniformly distributed errors, it asserts agreement within 4.5 standard errors for the floor in three frequency bands, the variance corrections and the two-scan cross-spectrum. It also asserts the results for two cases outside the assumptions: errors averaged over three rows and errors with a part proportional to the edge. In the example the raw variance is 3.16 nm², while the true variance within the window is 2.16 nm². Subtracting a floor read from the high-frequency band leaves 2.04 nm², because some roughness is taken for noise. The two-scan correction gives 2.160 ± 0.007 nm².

## Check in Python

```python
"""Line-edge roughness with white edge-detection noise.

Result under test: detected edge = true edge + error, where the errors have
variance s^2 and are uncorrelated between rows and with the edge. Then the
mean two-sided periodogram gains the constant pitch*s^2 at every nonzero
frequency, and the mean sample variance gains (1 - 1/N)*s^2.

Symbols: N rows, pitch (nm), sigma = rms roughness (nm), xi = correlation
length (nm), s = rms detection error (nm), a = exp(-pitch/xi).
True-edge covariance at row distance m: sigma^2 * a^|m|.
Periodogram: (pitch/N)*|DFT|^2 in nm^3; sample variance has divisor N.
"""
import numpy as np

N = 512
pitch = 2.0
sigma = 1.5
xi = 20.0
s = 1.0
n_edges = 4000
length = N * pitch
a = np.exp(-pitch / xi)
rows = np.arange(N)
floor = pitch * s**2


def roughness_shape(k):
    """Closed form of the mean periodogram of the edge / (pitch*sigma^2)."""
    q = a * np.exp(-2j * np.pi * np.asarray(k) / N)
    main = (1 - a**2) / np.abs(1 - q)**2
    leakage = 2 * (1 - a**N) / N * np.real(q / (1 - q)**2)
    return main - leakage


# ---- Exact expectations from covariance matrices ----
dft = np.exp(-2j * np.pi * (np.outer(rows, rows) % N) / N)


def mean_periodogram(cov):
    return pitch / N * np.sum((dft @ cov) * dft.conj(), axis=1).real


def mean_sample_variance(cov):
    centering = np.eye(N) - np.ones((N, N)) / N
    return np.trace(centering @ cov @ centering) / N


cov_edge = sigma**2 * a**np.abs(rows[:, None] - rows[None, :])
cov_detected = cov_edge + s**2 * np.eye(N)
g = roughness_shape(rows)
spectrum_edge = pitch * sigma**2 * g
spectrum_detected = mean_periodogram(cov_detected)
assert np.allclose(mean_periodogram(cov_edge), spectrum_edge,
                   rtol=1e-8, atol=1e-9)
assert np.allclose(spectrum_detected - spectrum_edge, floor, atol=1e-8)

A = 1 - g[0] / N
B = 1 - 1 / N
variance_window = mean_sample_variance(cov_edge)
variance_raw = mean_sample_variance(cov_detected)
assert np.isclose(variance_window, sigma**2 * A, rtol=1e-9)
assert np.isclose(variance_raw - B * floor / pitch, variance_window,
                  rtol=1e-9)

# Long-window Nyquist value against an explicit sum over all aliases
alias = np.arange(-200000, 200000)
f_alias = 0.5 / pitch + alias / pitch
lorentzian = 2 * sigma**2 * xi / (1 + (2 * np.pi * f_alias * xi)**2)
nyquist_unaliased = lorentzian[alias == 0][0]
nyquist_long = pitch * sigma**2 * np.tanh(pitch / (2 * xi))
assert np.isclose(lorentzian.sum(), nyquist_long, rtol=1e-5)

# Averaging three neighbouring rows makes the errors correlated
average3 = np.zeros((N, N + 2))
for shift in range(3):
    average3[rows, rows + shift] = 1 / 3
cov_smoothed = s**2 * average3 @ average3.T
smoothed_variance = np.trace(cov_smoothed) / N
smoothed_nyquist = mean_periodogram(cov_smoothed)[N // 2]
assert np.isclose(smoothed_variance, s**2 / 3)
assert np.isclose(smoothed_nyquist, floor / 9, rtol=1e-8)

# ---- Simulated edges, uniformly distributed detection errors ----
rng = np.random.default_rng(2718)
edges = rng.standard_normal((n_edges, N)) @ np.linalg.cholesky(cov_edge).T
half_width = np.sqrt(3) * s
scan1 = edges + rng.uniform(-half_width, half_width, edges.shape)
scan2 = edges + rng.uniform(-half_width, half_width, edges.shape)


def transform(x):
    return np.fft.rfft(x - x.mean(axis=1, keepdims=True), axis=1)


def periodogram(x):
    return pitch / N * np.abs(transform(x))**2


def summarize(samples):
    return samples.mean(), samples.std(ddof=1) / np.sqrt(len(samples))


def check_mean(samples, target, largest_error):
    """Mean over edges must agree with target within 4.5 standard errors."""
    mean, error = summarize(samples)
    assert error < largest_error, (error, largest_error)
    assert abs(mean - target) < 4.5 * error, (mean, target, error)
    return mean, error


p_edge = periodogram(edges)
p_scan = periodogram(scan1)
bands = {"low": slice(1, 17), "middle": slice(65, 129),
         "high": slice(193, 257)}
band_floor = {}
for name, band in bands.items():
    excess = (p_scan[:, band] - p_edge[:, band]).mean(axis=1)
    band_floor[name] = check_mean(excess, floor, 0.1)

# Sample variance equals the sum over all nonzero frequencies
v_scan = scan1.var(axis=1)
parseval = (2 * p_scan[:, 1:N // 2].sum(axis=1) + p_scan[:, N // 2]) / length
assert np.allclose(v_scan, parseval, rtol=1e-10)
raw = check_mean(v_scan, variance_raw, 0.02)

# Two scans of one edge: no floor in the cross-spectrum
cross = pitch / N * np.real(transform(scan1) * transform(scan2).conj())
high = bands["high"]
cross_high = check_mean(cross[:, high].mean(axis=1),
                        spectrum_edge[high].mean(), 0.01)
check_mean(cross[:, bands["low"]].mean(axis=1),
           spectrum_edge[bands["low"]].mean(), 1.0)
half_difference = (scan1 - scan2).var(axis=1) / 2
noise_two_scan = check_mean(half_difference, B * s**2, 0.005)
two_scan = check_mean(v_scan - half_difference, variance_window, 0.02)
# The difference of two independent errors has twice the floor
width_floor = check_mean(periodogram(scan1 - scan2)[:, high].mean(axis=1),
                         2 * floor, 0.03)

# Floor read from the high band: roughness there is taken for noise
g_high = g[high].mean()
f_high = p_scan[:, high].mean(axis=1)
band_reading = check_mean(f_high, floor + pitch * sigma**2 * g_high, 0.02)
naive_samples = v_scan - B * f_high / pitch
naive_expected = variance_raw - B * spectrum_detected[high].mean() / pitch
naive = check_mean(naive_samples, naive_expected, 0.02)
recovered = check_mean(naive_samples / (A - B * g_high), sigma**2, 0.02)

# Error with a part proportional to the edge: the excess is not a floor
c = -0.1
p_dependent = periodogram(scan1 + c * edges)
low = bands["low"]
dependent_expected = (2 * c + c**2) * spectrum_edge[low].mean() + floor
dependent = check_mean((p_dependent - p_edge)[:, low].mean(axis=1),
                       dependent_expected, 0.3)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def show_pair(label, pair, unit):
    print(f"{label}: {pair[0]:.4f} +/- {pair[1]:.4f} {unit}")


print("INPUTS")
show("rms roughness sigma", sigma, "nm", 2)
show("correlation length xi", xi, "nm", 1)
show("rms detection error s", s, "nm", 2)
show("row pitch d", pitch, "nm", 2)
print(f"rows N: {N}; simulated edges: {n_edges}")
show("edge length L", length, "nm", 1)
print("EXACT EXPECTATIONS")
show("a = exp(-d/xi)", a, digits=6)
show("noise floor d*s^2", floor, "nm^3")
show("g_0", g[0])
show("A = 1 - g_0/N", A, digits=6)
show("B = 1 - 1/N", B, digits=6)
show("sigma^2", sigma**2, "nm^2")
show("true variance within window", variance_window, "nm^2")
show("variance lost to finite window", sigma**2 - variance_window, "nm^2")
show("noise variance added", B * s**2, "nm^2")
show("raw variance", variance_raw, "nm^2")
show("square root of raw variance", np.sqrt(variance_raw), "nm")
show("square root of window variance", np.sqrt(variance_window), "nm")
show("edge spectrum, k=1", spectrum_edge[1], "nm^3")
show("detected spectrum, k=1", spectrum_detected[1], "nm^3")
show("edge spectrum, Nyquist", spectrum_edge[N // 2], "nm^3")
show("detected spectrum, Nyquist", spectrum_detected[N // 2], "nm^3")
show("Nyquist, long window, all aliases", nyquist_long, "nm^3")
show("Nyquist, unaliased Lorentzian", nyquist_unaliased, "nm^3")
print("high band: k = 193 to 256")
show("mean g in high band", g_high, digits=6)
show("roughness taken for noise", B * sigma**2 * g_high, "nm^2")
show("naive corrected variance", naive_expected, "nm^2")
show("square root of naive variance", np.sqrt(naive_expected), "nm")
show("3-row average: error variance", smoothed_variance, "nm^2")
show("3-row average: Nyquist / d", smoothed_nyquist / pitch, "nm^2")
print("SIMULATION (mean +/- standard error)")
for name, pair in band_floor.items():
    show_pair(f"excess spectrum, {name} band", pair, "nm^3")
show_pair("raw variance", raw, "nm^2")
show_pair("half variance of scan difference", noise_two_scan, "nm^2")
show_pair("two-scan corrected variance", two_scan, "nm^2")
show_pair("cross-spectrum, high band", cross_high, "nm^3")
show_pair("difference spectrum, high band", width_floor, "nm^3")
show_pair("high-band floor reading", band_reading, "nm^3")
show_pair("naive corrected variance", naive, "nm^2")
show_pair("recovered sigma^2, xi known", recovered, "nm^2")
show("recovered sigma", np.sqrt(recovered[0]), "nm")
show("edge-dependent error: c", c, digits=2)
show("its low-band excess, expected", dependent_expected, "nm^3")
show_pair("its low-band excess, simulated", dependent, "nm^3")
print("all tests passed")
```

Printed output:

```
INPUTS
rms roughness sigma: 1.50 nm
correlation length xi: 20.0 nm
rms detection error s: 1.00 nm
row pitch d: 2.00 nm
rows N: 512; simulated edges: 4000
edge length L: 1024.0 nm
EXACT EXPECTATIONS
a = exp(-d/xi): 0.904837
noise floor d*s^2: 2.0000 nm^3
g_0: 19.6264
A = 1 - g_0/N: 0.961667
B = 1 - 1/N: 0.998047
sigma^2: 2.2500 nm^2
true variance within window: 2.1638 nm^2
variance lost to finite window: 0.0862 nm^2
noise variance added: 0.9980 nm^2
raw variance: 3.1618 nm^2
square root of raw variance: 1.7781 nm
square root of window variance: 1.4710 nm
edge spectrum, k=1: 87.0608 nm^3
detected spectrum, k=1: 89.0608 nm^3
edge spectrum, Nyquist: 0.2292 nm^3
detected spectrum, Nyquist: 2.2292 nm^3
Nyquist, long window, all aliases: 0.2248 nm^3
Nyquist, unaliased Lorentzian: 0.0911 nm^3
high band: k = 193 to 256
mean g in high band: 0.053647
roughness taken for noise: 0.1205 nm^2
naive corrected variance: 2.0433 nm^2
square root of naive variance: 1.4294 nm
3-row average: error variance: 0.3333 nm^2
3-row average: Nyquist / d: 0.1111 nm^2
SIMULATION (mean +/- standard error)
excess spectrum, low band: 1.9829 +/- 0.0557 nm^3
excess spectrum, middle band: 2.0070 +/- 0.0050 nm^3
excess spectrum, high band: 2.0054 +/- 0.0042 nm^3
raw variance: 3.1596 +/- 0.0071 nm^2
half variance of scan difference: 0.9993 +/- 0.0008 nm^2
two-scan corrected variance: 2.1602 +/- 0.0071 nm^2
cross-spectrum, high band: 0.2376 +/- 0.0032 nm^3
difference spectrum, high band: 4.0091 +/- 0.0076 nm^3
high-band floor reading: 2.2468 +/- 0.0042 nm^3
naive corrected variance: 2.0384 +/- 0.0073 nm^2
recovered sigma^2, xi known: 2.2446 +/- 0.0081 nm^2
recovered sigma: 1.4982 nm
edge-dependent error: c: -0.10
its low-band excess, expected: -7.1089 nm^3
its low-band excess, simulated: -7.1063 +/- 0.0655 nm^3
all tests passed
```
